# Free Dirac Energy Projectors and the Four Normalized Plane-Wave Spinors

## Definitions and conventions

Hartree atomic units are used: the electron mass, $\hbar$ and the elementary charge are 1. The speed of light $c$ is then about 137. The free Dirac Hamiltonian is

$$\hat H_0=-ic\,\boldsymbol\alpha\cdot\nabla+\beta c^2 ,$$

with the $4\times4$ matrices, written in $2\times2$ blocks,

$$\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

The $\sigma_i$ are the Pauli matrices. A four-component spinor is written as a pair $(\varphi,\eta)$ of two-component halves, the upper half $\varphi$ and the lower half $\eta$.

Let $\mathbf p$ be a fixed real vector, $p=|\mathbf p|$, and let $w$ be a constant spinor. Since $-i\nabla e^{i\mathbf p\cdot\mathbf r}=\mathbf p\,e^{i\mathbf p\cdot\mathbf r}$,

$$\hat H_0\,w\,e^{i\mathbf p\cdot\mathbf r}=(H_0w)\,e^{i\mathbf p\cdot\mathbf r},\qquad
H_0=\begin{pmatrix}c^2&c\,\boldsymbol\sigma\cdot\mathbf p\\ c\,\boldsymbol\sigma\cdot\mathbf p&-c^2\end{pmatrix}.$$

The differential equation has become an eigenvalue problem for a Hermitian $4\times4$ matrix. From here on $H_0$ denotes this matrix. The energy

$$E=+\sqrt{c^2p^2+c^4}$$

is positive and includes the rest energy $c^2$. The two matrices to be studied are

$$\Lambda_\pm=\frac12\left(1\pm\frac{H_0}{E}\right).$$

## The square of the Hamiltonian

The Pauli matrices obey $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\varepsilon_{ijk}\sigma_k$. Therefore

$$(\boldsymbol\sigma\cdot\mathbf p)^2=\sum_{ij}p_ip_j\sigma_i\sigma_j=p^2+i\sum_{ijk}\varepsilon_{ijk}p_ip_j\sigma_k=p^2 .$$

The last sum vanishes because $p_ip_j$ is symmetric in $i,j$ and $\varepsilon_{ijk}$ is antisymmetric.

Now multiply $H_0$ by itself block by block. Each diagonal block is

$$c^4+c^2(\boldsymbol\sigma\cdot\mathbf p)^2=c^4+c^2p^2=E^2 .$$

The upper right block is $c^2(c\,\boldsymbol\sigma\cdot\mathbf p)+(c\,\boldsymbol\sigma\cdot\mathbf p)(-c^2)=0$, and the lower left block vanishes in the same way. Hence

$$H_0^2=E^2\,1 .$$

The cancellation of the off-diagonal blocks expresses the anticommutation $\alpha_i\beta+\beta\alpha_i=0$. If $H_0w=\lambda w$, then $\lambda^2=E^2$, so the possible eigenvalues are $+E$ and $-E$.

## Idempotency, orthogonality and completeness

Squaring the definition and using $H_0^2/E^2=1$ gives

$$\Lambda_\pm^2=\frac14\left(1\pm\frac{2H_0}{E}+\frac{H_0^2}{E^2}\right)
=\frac14\left(2\pm\frac{2H_0}{E}\right)=\Lambda_\pm .$$

In the mixed product the linear terms cancel:

$$\Lambda_+\Lambda_-=\frac14\left(1-\frac{H_0^2}{E^2}\right)=0 .$$

The same holds for $\Lambda_-\Lambda_+$. Adding the two definitions gives completeness,

$$\Lambda_++\Lambda_-=1 .$$

Both matrices are Hermitian because $H_0$ is Hermitian and $E$ is real. They are therefore orthogonal projectors. The energies belonging to them follow from

$$H_0\Lambda_\pm=\frac12\left(H_0\pm\frac{H_0^2}{E}\right)=\frac12\left(H_0\pm E\right)=\pm E\,\Lambda_\pm .$$

Any spinor $w$ can thus be split as $w=\Lambda_+w+\Lambda_-w$, where each nonzero part is an eigenvector with energy $+E$ or $-E$.

The eigenvalues of a Hermitian idempotent matrix are 0 and 1, so its trace counts the dimension of the space onto which it projects. The diagonal entries of $H_0$ from $\beta c^2$ add to zero, and the $\alpha_i$ have zero diagonal blocks. Thus $\operatorname{tr}H_0=0$ and $\operatorname{tr}\Lambda_\pm=\tfrac12\cdot4=2$. Each energy is doubly degenerate, and four independent spinors exist for each $\mathbf p$.

The sum rule $\Lambda_++\Lambda_-=1$ would hold with any nonzero number in place of $E$. Idempotency is more demanding. Suppose $E$ is replaced by the low-momentum approximation $E_a=c^2+p^2/2$, and let $\Lambda_a=(1+H_0/E_a)/2$. Then

$$\Lambda_a^2-\Lambda_a=\frac14\left(\frac{H_0^2}{E_a^2}-1\right)=\frac14\left(\frac{E^2}{E_a^2}-1\right)1 .$$

Since $E_a^2=c^4+c^2p^2+p^4/4=E^2+p^4/4$, the defect equals $-p^4/(16E_a^2)$ times the unit matrix. It is small at low momentum, but it is nonzero for every $p>0$.

## Positive-energy spinors

Inserting the block form of $H_0$ gives

$$\Lambda_+=\frac1{2E}\begin{pmatrix}E+c^2&c\,\boldsymbol\sigma\cdot\mathbf p\\ c\,\boldsymbol\sigma\cdot\mathbf p&E-c^2\end{pmatrix}.$$

Let $\chi$ be a two-component column with $\chi^\dagger\chi=1$. Projecting the purely upper spinor $(\chi,0)$ yields

$$\Lambda_+\begin{pmatrix}\chi\\0\end{pmatrix}=\frac1{2E}\begin{pmatrix}(E+c^2)\chi\\ c\,\boldsymbol\sigma\cdot\mathbf p\,\chi\end{pmatrix}.$$

For its squared norm use $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$ and the factorization

$$c^2p^2=E^2-c^4=(E-c^2)(E+c^2).$$

This gives

$$\frac{(E+c^2)^2+c^2p^2}{4E^2}=\frac{(E+c^2)\left[(E+c^2)+(E-c^2)\right]}{4E^2}=\frac{E+c^2}{2E}\equiv N^2 .$$

The norm is $N>0$. Division of the projected spinor by $N$ leaves the upper half with the factor $(E+c^2)/(2EN)=N^2/N=N$. For the lower half, $1/(2EN)=N/(2EN^2)=N/(E+c^2)$. The normalized result is

$$u_s=N\begin{pmatrix}\chi_s\\[2pt] \dfrac{c\,\boldsymbol\sigma\cdot\mathbf p}{E+c^2}\chi_s\end{pmatrix},\qquad
N=\sqrt{\frac{E+c^2}{2E}},\qquad s=\uparrow,\downarrow ,$$

with $\chi_\uparrow=(1,0)$ and $\chi_\downarrow=(0,1)$, understood as columns.

The eigenvalue equation can also be checked directly. Apart from the common factor $N$, the upper half of $H_0u_s$ is

$$\left(c^2+\frac{c^2p^2}{E+c^2}\right)\chi_s=(c^2+E-c^2)\chi_s=E\chi_s ,$$

and the lower half is

$$\left(1-\frac{c^2}{E+c^2}\right)c\,\boldsymbol\sigma\cdot\mathbf p\,\chi_s=E\,\frac{c\,\boldsymbol\sigma\cdot\mathbf p}{E+c^2}\chi_s .$$

Both halves are multiplied by $E$, as required.

Projecting a purely lower spinor $(0,\chi)$ with $\Lambda_+$ gives no further state. The result is $(c\,\boldsymbol\sigma\cdot\mathbf p\,\chi,\,(E-c^2)\chi)/(2E)$. The same spinor is obtained by applying $\Lambda_+$ to $(\chi',0)$ with $\chi'=c\,\boldsymbol\sigma\cdot\mathbf p\,\chi/(E+c^2)$, because then $c\,\boldsymbol\sigma\cdot\mathbf p\,\chi'=(E-c^2)\chi$. This agrees with the dimension 2 found from the trace.

## Negative-energy spinors

The complementary projector is

$$\Lambda_-=\frac1{2E}\begin{pmatrix}E-c^2&-c\,\boldsymbol\sigma\cdot\mathbf p\\ -c\,\boldsymbol\sigma\cdot\mathbf p&E+c^2\end{pmatrix}.$$

The convenient starting spinor is now purely lower:

$$\Lambda_-\begin{pmatrix}0\\\chi\end{pmatrix}=\frac1{2E}\begin{pmatrix}-c\,\boldsymbol\sigma\cdot\mathbf p\,\chi\\(E+c^2)\chi\end{pmatrix}.$$

The minus sign does not affect the squared norm, which is again $N^2$. Hence

$$v_s=N\begin{pmatrix}-\dfrac{c\,\boldsymbol\sigma\cdot\mathbf p}{E+c^2}\chi_s\\[6pt]\chi_s\end{pmatrix},\qquad H_0v_s=-Ev_s .$$

These $v_s$ carry the factor $e^{+i\mathbf p\cdot\mathbf r}$ and have momentum $\mathbf p$. They have not been relabelled as positron spinors, for which the signs of momentum and energy are reinterpreted.

## Components, orthonormality and the spinor sum

For $p>0$ define

$$\mathbf n=\frac{\mathbf p}{p},\qquad \kappa=\frac{cp}{E+c^2} .$$

Then $c\,\boldsymbol\sigma\cdot\mathbf p/(E+c^2)=\kappa\,\boldsymbol\sigma\cdot\mathbf n$, and

$$\boldsymbol\sigma\cdot\mathbf n=\begin{pmatrix}n_z&n_x-in_y\\n_x+in_y&-n_z\end{pmatrix}.$$

Its first column is its action on $\chi_\uparrow$, its second that on $\chi_\downarrow$. The four spinors, written as rows to save space, are

$$\begin{aligned}
u_\uparrow&=N\,(1,\;0,\;\kappa n_z,\;\kappa(n_x+in_y)),\\
u_\downarrow&=N\,(0,\;1,\;\kappa(n_x-in_y),\;-\kappa n_z),\\
v_\uparrow&=N\,(-\kappa n_z,\;-\kappa(n_x+in_y),\;1,\;0),\\
v_\downarrow&=N\,(-\kappa(n_x-in_y),\;\kappa n_z,\;0,\;1).
\end{aligned}$$

The identity needed for the normalization is

$$1+\kappa^2=1+\frac{(E-c^2)(E+c^2)}{(E+c^2)^2}=\frac{2E}{E+c^2}=\frac1{N^2}.$$

With $(\boldsymbol\sigma\cdot\mathbf n)^2=1$ it follows that

$$u_s^\dagger u_{s'}=N^2(1+\kappa^2)\chi_s^\dagger\chi_{s'}=\delta_{ss'},$$

and likewise $v_s^\dagger v_{s'}=\delta_{ss'}$. The overlap between the two energies cancels:

$$u_s^\dagger v_{s'}=N^2\left(-\kappa\,\chi_s^\dagger\boldsymbol\sigma\cdot\mathbf n\,\chi_{s'}+\kappa\,\chi_s^\dagger\boldsymbol\sigma\cdot\mathbf n\,\chi_{s'}\right)=0 .$$

To recover the projectors from the spinors, use $\sum_s\chi_s\chi_s^\dagger=1$:

$$\sum_su_su_s^\dagger=N^2\begin{pmatrix}1&\kappa\,\boldsymbol\sigma\cdot\mathbf n\\ \kappa\,\boldsymbol\sigma\cdot\mathbf n&\kappa^2\end{pmatrix}=\Lambda_+ .$$

The last equality follows from $N^2\kappa=cp/(2E)$ and $N^2\kappa^2=(E-c^2)/(2E)$. In the same way,

$$\sum_sv_sv_s^\dagger=N^2\begin{pmatrix}\kappa^2&-\kappa\,\boldsymbol\sigma\cdot\mathbf n\\ -\kappa\,\boldsymbol\sigma\cdot\mathbf n&1\end{pmatrix}=\Lambda_- .$$

The sum of the two is the unit matrix, so the four spinors form a complete basis at fixed $\mathbf p$.

## Meaning and range of the ratio

A general positive-energy spinor at momentum $\mathbf p$ is $a_\uparrow u_\uparrow+a_\downarrow u_\downarrow=N(\chi,\kappa\,\boldsymbol\sigma\cdot\mathbf n\,\chi)$, where $\chi=a_\uparrow\chi_\uparrow+a_\downarrow\chi_\downarrow$. The squared norm of its lower half is $N^2\kappa^2\chi^\dagger\chi$. Therefore

$$\frac{\|\text{lower half}\|}{\|\text{upper half}\|}=\kappa=\frac{cp}{E+c^2}$$

for every nonzero state in this subspace. The ratio concerns the norms of the halves. Ratios of individual components also depend on the direction of $\mathbf p$ and on $\chi$. For energy $-E$ the roles are exchanged: the upper half is the small one, and $\kappa$ is upper over lower.

For a normalized positive-energy state the two halves have the weights

$$N^2=\frac{E+c^2}{2E},\qquad N^2\kappa^2=\frac{E-c^2}{2E}.$$

The small weight is the kinetic energy $E-c^2$ divided by $2E$.

The dependence on momentum is clearest in terms of $x=p/c$. Since $E=c^2\sqrt{1+x^2}$,

$$\kappa=\frac{x}{1+\sqrt{1+x^2}}=\frac{\sqrt{1+x^2}-1}{x}.$$

The second form results from multiplying numerator and denominator by $\sqrt{1+x^2}-1$. For small $x$, the expansion $\sqrt{1+x^2}=1+x^2/2-x^4/8+x^6/16-\dots$ gives

$$\kappa=\frac x2-\frac{x^3}8+\frac{x^5}{16}-\dots$$

The leading term is the linear estimate $x/2=p/(2c)$. For large $x$, the same second form gives $\kappa=\sqrt{1+1/x^2}-1/x\simeq1-1/x$. With $x=\tan\theta$, $0\le\theta<\pi/2$, one finds $\kappa=\sin\theta/(1+\cos\theta)=\tan(\theta/2)$. The ratio therefore rises steadily from 0 towards 1, and at finite momentum the lower half of a positive-energy state remains the smaller one.

At $p=0$ the direction $\mathbf n$ is undefined, but $c\,\boldsymbol\sigma\cdot\mathbf p/(E+c^2)$ is simply zero. Then $\Lambda_\pm=(1\pm\beta)/2$, and the upper and lower halves separate completely. In the opposite limit $c^2/E\to0$ and $cp/E\to1$, so $\Lambda_\pm\to(1\pm\boldsymbol\alpha\cdot\mathbf n)/2$ and the halves have equal weight.

A mixture of the two energies need not have the ratio $\kappa$. The spinor $(\chi,0)$ at $p>0$ has ratio zero; it contains positive energy with weight $N^2$ and negative energy with weight $1-N^2=(E-c^2)/(2E)$. Setting the lower half to zero therefore does not produce a positive-energy electron. Conversely, the ratio $\kappa$ alone does not establish positive energy. Reversing the sign of the lower half of $u_s$ keeps the ratio but, for $p>0$, mixes in negative energy.

The fixed ratio also does not carry over unchanged to an electron in a potential. An electrostatic potential energy $V(\mathbf r)$ multiplies all four components equally, but its Fourier components with nonzero wave vector change the momentum. If it carries $u_s(\mathbf p)$ to zero momentum, the negative-energy part there is, apart from the Fourier amplitude of $V$ as a common factor,

$$\frac{1-\beta}2\,u_s(\mathbf p)=N\begin{pmatrix}0\\ \kappa\,\boldsymbol\sigma\cdot\mathbf n\,\chi_s\end{pmatrix},$$

which is nonzero for $p>0$. The free projectors separate the energies of the free Hamiltonian, and in general they do not separate those of $\hat H_0+V$.

## What the spin label means

The label $s$ names the two-component column from which the spinor was built. It does not in general give a sharp $z$ component of spin. Let $\Sigma_z=\operatorname{diag}(\sigma_z,\sigma_z)$. From the anticommutator $\boldsymbol\sigma\cdot\mathbf n\,\sigma_z+\sigma_z\,\boldsymbol\sigma\cdot\mathbf n=2n_z$, multiplied from the right by $\boldsymbol\sigma\cdot\mathbf n$,

$$\boldsymbol\sigma\cdot\mathbf n\,\sigma_z\,\boldsymbol\sigma\cdot\mathbf n=2n_z\,\boldsymbol\sigma\cdot\mathbf n-\sigma_z .$$

Its expectation value in $\chi_\uparrow$ is $2n_z^2-1$. Adding the contributions of the two halves gives

$$u_\uparrow^\dagger\Sigma_zu_\uparrow=N^2\left[1+\kappa^2(2n_z^2-1)\right].$$

For $\mathbf p$ along the $z$ axis, $n_z^2=1$ and the value is $N^2(1+\kappa^2)=1$: the spin component is sharp. For any other direction with $p>0$ the value is less than 1. At $p=0$ it is 1 again, since the lower half vanishes.

## Plane waves in space and time

At fixed $\mathbf p$, the time-dependent equation $i\,\partial_t\psi=\hat H_0\psi$ has the four basis solutions

$$u_s\,e^{i(\mathbf p\cdot\mathbf r-Et)},\qquad v_s\,e^{i(\mathbf p\cdot\mathbf r+Et)} .$$

The spinors are normalized to $w^\dagger w=1$, so these waves have unit density. In a periodic box of volume $\mathcal V$, a factor $\mathcal V^{-1/2}$ makes the integral of the density equal to 1. On an infinite volume a single plane wave is not square-integrable, and a physical state must be a wave packet.

## Worked example

Take a free electron with the round momentum $\mathbf p=(20,40,40)$ a.u. Then $p=\sqrt{400+1600+1600}=60$ a.u. and $\mathbf n=(1/3,2/3,2/3)$. With $c=137.035999$ a.u., $x=p/c=0.437841$. The energies, in hartree, are

$$c^2=18778.865,\qquad cp=8222.160,$$

$$E=\sqrt{8222.160^2+18778.865^2}=20499.992 .$$

The kinetic energy is $E-c^2=1721.127$ hartree, or 46.834 keV. The nonrelativistic value $p^2/2=1800$ hartree is 4.6% larger, relative to the relativistic one. Diagonalization of $H_0$ gives $\pm20499.992$ hartree, each twice.

The ratio and normalization follow as

$$\kappa=\frac{8222.160}{20499.992+18778.865}=0.209328,$$

$$N^2=\frac{39278.857}{40999.984}=0.958021,\qquad N=0.978786 .$$

The lower half of a positive-energy state has about one fifth of the norm of the upper half, but only 4.2% of the total weight. The weight involves the square of the ratio.

The product $N\kappa=0.204887$ multiplies the components of $\boldsymbol\sigma\cdot\mathbf n$. For example,

$$u_\uparrow=(0.978786,\;0,\;0.136591,\;0.068296+0.136591i).$$

The third component divided by the first is about 0.140, and the modulus of the fourth divided by the first is about 0.156. Neither is $\kappa$; their combination is, since $\sqrt{0.140^2+0.156^2}\approx0.21$.

For the spin, $2n_z^2-1=-1/9$, so

$$u_\uparrow^\dagger\Sigma_zu_\uparrow=0.958021\left(1-\frac{0.209328^2}{9}\right)=0.953357 .$$

The approximate energy $E_a=20578.865$ hartree exceeds $E$ by only 0.4%, relative to $E$. The corresponding defect of idempotency is $-60^4/(16E_a^2)=-0.001913$ on each diagonal entry.

The estimate $p/(2c)=0.218921$ exceeds $\kappa$ by 4.6%, relative to $\kappa$. Including the cubic term gives $0.218921-0.010492=0.208429$, which is 0.4% too small, again relative to $\kappa$. Along the same direction at other momenta, the ratio and the estimate are as follows.

| $p$ (a.u.) | $\kappa$ | $p/(2c)$ |
|---:|---:|---:|
| 1 | 0.003649 | 0.003649 |
| 10 | 0.036438 | 0.036487 |
| 137 | 0.414137 | 0.499869 |
| 1000 | 0.872310 | 3.648676 |

At $p\approx c$ the ratio is close to $\tan(\pi/8)=\sqrt2-1$. At 1000 a.u. the linear estimate exceeds 1, a value that $\kappa$ cannot reach; the small-momentum expansion has been used outside its range. The numerical output below lists all four spinors and the comparisons with diagonalization and with the differential equation.

## Computed values

```
speed of light c = 137.035999 a.u.
momentum p = (20, 40, 40) a.u.
|p| = 60.0 a.u.,  p/c = 0.437841
rest energy c^2 = 18778.865 hartree
c|p| = 8222.160 hartree
E = 20499.992 hartree = 557.833 keV
kinetic energy E - c^2 = 1721.127 hartree = 46.834 keV
eigenvalues by diagonalization (hartree): -20499.992 -20499.992 20499.992 20499.992
traces of the projectors: 2.000000 2.000000
largest deviation from spectral projectors: 2.1e-16
approximate energy c^2 + p^2/2 = 20578.865 hartree
idempotency defect with it = -0.001913
N = 0.978786
kappa = c p/(E + c^2) = 0.209328
kappa from eigenvectors = 0.209328
upper weight in u = 0.958021, lower weight = 0.041979
<Sigma_z> in u_up = 0.953357
spinor components (dimensionless):
  u_up: 0.978786+0.000000i  0.000000+0.000000i  0.136591+0.000000i  0.068296+0.136591i
  u_down: 0.000000+0.000000i  0.978786+0.000000i  0.068296-0.136591i  -0.136591+0.000000i
  v_up: -0.136591+0.000000i  -0.068296-0.136591i  0.978786+0.000000i  0.000000+0.000000i
  v_down: -0.068296+0.136591i  0.136591+0.000000i  0.000000+0.000000i  0.978786+0.000000i
largest orthonormality error = 2.2e-16
largest completeness error = 2.2e-16
largest relative plane-wave residual = 3.2e-12
|p| (a.u.), ratio from eigenvectors, estimate p/(2c):
      1.0  0.003649  0.003649
     10.0  0.036438  0.036487
     60.0  0.209328  0.218921
    137.0  0.414137  0.499869
   1000.0  0.872310  3.648676
x^5 coefficient seen at p/c = 0.1: 0.06211 (series: 0.06250)
ratio at p/c = 10000: 0.999900
```
